\section*{How strongly a thin barrier suppresses proton and methyl tunnelling}

\section*{Question}

A particle meets a rectangular barrier of width $0.1$ nm (1 angstrom), whose top lies $0.5$ eV above the particle's energy. How large is the exponent in the WKB transmission probability for a proton, and for a methyl group that moves as one rigid mass? How does it scale, and does such tunnelling matter at the temperature of a thermal deposition process?

\section*{Answer: the size of the exponent}

The exponents are about 31 for the proton and 120 for the methyl group. They belong to the probability; those of the wave amplitude are half as large.

Take one-dimensional motion, a fixed framework, and a potential that is zero on both sides of the barrier. Let $m$ be the mass, $E$ the energy, $V_0>E$ the barrier height, $a$ the width, and $\Delta=V_0-E$. Inside the barrier the Schrödinger equation is
\begin{equation}
-\frac{\hbar^2}{2m}\psi''+V_0\psi=E\psi .
\end{equation}
Moving $V_0\psi$ to the right and multiplying by $-2m/\hbar^2$ gives
\begin{equation}
\psi''=\kappa^2\psi,\qquad \kappa=\frac{\sqrt{2m\Delta}}{\hbar}.
\end{equation}
The solution that decays from the entrance is $e^{-\kappa x}$. Across the width the amplitude falls by $e^{-\kappa a}$, and its square falls by
\begin{equation}
e^{-S},\qquad S=2\kappa a=\frac{2a\sqrt{2m\Delta}}{\hbar}.
\label{S}
\end{equation}

For a barrier of varying height, WKB uses $\psi=\exp(-\int\kappa\,dx)$ with a local $\kappa(x)$. Differentiating twice gives $\psi''=(\kappa^2-\kappa')\psi$, so the form is good where $|\kappa'|\ll\kappa^2$, and the exponent becomes $2\int\kappa\,dx$. Inside a rectangle $\kappa'=0$, and the integral is $2\kappa a$.

The proton has mass $1.0073$ u, which gives $\kappa=155.2$ nm$^{-1}$. The methyl group, one carbon-12 and three hydrogen atoms, has mass $15.0235$ u and $\kappa=599.5$ nm$^{-1}$. Hence
\begin{align}
S_{\rm proton}&=2(155.2)(0.1)\approx31.0, & e^{-S}&\approx3.3\times10^{-14},\\
S_{\rm methyl}&=2(599.5)(0.1)=119.9, & e^{-S}&\approx8.5\times10^{-53}.
\end{align}

\section*{How it scales}

Equation (\ref{S}) says $S\propto a\sqrt{m\Delta}$. At equal width and gap the mass ratio $14.915$ enters through its square root, $3.862$, and $3.862\times31.05=119.9$. This modest factor multiplies an exponent, and so separates the two probabilities by almost 39 powers of ten.

The width enters linearly. With $\Delta$ held fixed, a barrier thinner by $0.01$ nm raises $e^{-S}$ by $e^{2\kappa(0.01\,{\rm nm})}$, which is 22 for the proton and $1.6\times10^5$ for methyl. The gap enters more weakly: $dS/S=d\Delta/(2\Delta)$ at fixed width, so a 10\% change in the gap changes $S$ by about 5\%.

\section*{What the exponent leaves out: the edges}

The edges of the rectangle are abrupt, so WKB does not hold there. Matching the waves supplies the missing factor. Let $k=\sqrt{2mE}/\hbar$ and let the transmitted wave be $t\,e^{ik(x-a)}$. At $x=a$ it has value $t$ and slope $ikt$. The solution inside with that value and slope is
\begin{equation}
\psi(x)=t\left[\cosh\kappa(x-a)+\frac{ik}{\kappa}\sinh\kappa(x-a)\right].
\end{equation}
At the entrance, therefore,
\begin{align}
\psi(0)&=t\left[\cosh\kappa a-\frac{ik}{\kappa}\sinh\kappa a\right],\\
\psi'(0)&=t\left[ik\cosh\kappa a-\kappa\sinh\kappa a\right].
\end{align}
On the left $\psi=e^{ikx}+r e^{-ikx}$. The combination $\tfrac12[\psi(0)+\psi'(0)/(ik)]$ removes $r$ and equals the incoming amplitude, 1. Since $-\kappa/(ik)=i\kappa/k$,
\begin{equation}
1=t\left[\cosh\kappa a+\frac{i}{2}\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)\sinh\kappa a\right].
\end{equation}
The wave number is the same on both sides, so $T=|t|^2$. Taking the squared modulus and using $\cosh^2=1+\sinh^2$,
\begin{align}
\frac1T&=1+\left[1+\frac14\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)^2\right]\sinh^2\kappa a\\
&=1+\frac14\left(\frac{\kappa}{k}+\frac{k}{\kappa}\right)^2\sinh^2\kappa a
=1+\frac{V_0^2}{4E\Delta}\sinh^2\kappa a .
\label{T}
\end{align}
The last step uses $k^2\propto E$, $\kappa^2\propto\Delta$ and $E+\Delta=V_0$.

For an opaque barrier, $\kappa a\gg1$, we have $\sinh^2\kappa a\approx e^{2\kappa a}/4$, and the 1 is negligible:
\begin{equation}
T\approx\frac{16E\Delta}{V_0^2}\,e^{-S}.
\end{equation}
Because $E\Delta\le V_0^2/4$, the prefactor is at most 4. It can be small if $E$ is close to zero. Rough zero-point energies of N--H and C--N stretches suggest $E=0.20$ eV for the proton and $0.06$ eV for methyl:
\begin{align}
\frac{16(0.20)(0.50)}{(0.70)^2}&=3.27, & T_{\rm proton}&\approx1.1\times10^{-13},\\
\frac{16(0.06)(0.50)}{(0.56)^2}&=1.53, & T_{\rm methyl}&\approx1.3\times10^{-52}.
\end{align}
Numerical integration of the Schrödinger equation for these two cases agrees with (\ref{T}) to within one part in $10^5$.

The opposite limit, $\kappa a\ll1$, has $\sinh\kappa a\approx\kappa a$. Inserting $\kappa^2=2m\Delta/\hbar^2$ in (\ref{T}) cancels $\Delta$:
\begin{equation}
T\approx\left[1+\frac{mV_0^2a^2}{2\hbar^2E}\right]^{-1}.
\end{equation}
Here no exponential law applies. In the example $\kappa a$ is about 16 and 60, well inside the opaque regime.

\section*{Tunnelling against thermal climbing}

A particle can also gain the energy $\Delta$ from its surroundings. Its Boltzmann factor, relative to the level $E$, is $e^{-\Delta/k_BT_{\rm s}}$, where $T_{\rm s}$ is the temperature. Count each particle above the top as transmitted and use the same attempt frequency for both routes. The two exponents are then equal at
\begin{equation}
\frac{\Delta}{k_BT_x}=S\quad\Longrightarrow\quad
T_x=\frac{\Delta}{k_BS}\propto\frac1a\sqrt{\frac{\Delta}{m}} .
\end{equation}
This gives 187 K for the proton and 48 K for methyl. Including the prefactor moves the proton value to 194 K and leaves the methyl value near 49 K. The two assumptions matter as much as the prefactor. The abrupt rectangle reflects much of the flux just above its top, which moves the proton value to about 204 K. Taking the stretch frequency (N--H for the proton, C--N for methyl) for tunnelling and $k_BT_{\rm s}/h$ for climbing moves it further, to about 227 K, and the methyl value to about 51 K.

At 500 K, $k_BT_{\rm s}=0.0431$ eV and $\Delta/k_BT_{\rm s}=11.6$, so the Boltzmann factor is $9.1\times10^{-6}$. The proton's full $T$ is smaller by a factor of $1.2\times10^{-8}$, and that of methyl by $1.4\times10^{-47}$. At fixed width, tunnelling from the fixed level is negligible for both. This does not yet settle whether tunnelling affects the rate, because thermally excited particles can tunnel just below the top. For the rectangle itself that route is small, because the barrier keeps its full width up to the top: for the proton at 500 K it adds about $0.003$ of the classical flux, while reflection lowers the flux above the top to about $0.39$. A rounded top behaves differently.

\section*{A rounded barrier}

Replace the rectangle by the parabola $V=V_{\rm top}-\tfrac12m\omega^2x^2$, keeping the gap $\Delta$ and the width $a$ at energy $E$. The turning points are $x=\pm a/2$, so
\begin{equation}
\frac12m\omega^2\left(\frac a2\right)^2=\Delta
\quad\Longrightarrow\quad
\hbar\omega=\frac{\hbar}{a}\sqrt{\frac{8\Delta}{m}} .
\end{equation}
With $x=(a/2)\sin\theta$ the WKB exponent is
\begin{equation}
S_p=\frac{2\sqrt{2m\Delta}}{\hbar}\,\frac a2\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta
=\frac{\pi}{4}S=\frac{2\pi\Delta}{\hbar\omega}.
\end{equation}
It is $24.4$ for the proton and $94.2$ for methyl. The shape alone thus removes about a fifth of the exponent.

Near the top WKB fails, but the parabola can be solved through its distant waves. Let $\delta$ be the depth below the top, $\varepsilon=\delta/\hbar\omega$, and $y=x\sqrt{m\omega/\hbar}$. Then $\psi''+(y^2-2\varepsilon)\psi=0$. Far away the local wave number is $|y|-\varepsilon/|y|$, with phase $y^2/2-\varepsilon\ln|y|$. On the right the transmitted wave is
\begin{equation}
\psi\to t\,y^{-1/2-i\varepsilon}e^{iy^2/2}.
\end{equation}
On the left the reflected wave has this same form in $|y|$, with amplitude $B$; the incoming wave, of amplitude $A$, has the conjugate form. Continue $y$ to $|y|e^{i\pi}$ through the upper half plane. In the first quadrant $e^{iy^2/2}$ is the decaying exponential, and no growing one is present. In the second quadrant it is the growing one, whose coefficient is unaffected by the appearance of the smaller exponential. Thus
\begin{equation}
B=t\,e^{i\pi(-1/2-i\varepsilon)}=-i\,t\,e^{\pi\varepsilon}.
\end{equation}
Flux conservation, $|A|^2=|B|^2+|t|^2$, gives
\begin{equation}
P(\delta)=\frac{|t|^2}{|A|^2}=\frac{1}{1+e^{2\pi\delta/\hbar\omega}} .
\end{equation}
It is one half at the top and tends to $e^{-2\pi\delta/\hbar\omega}$ far below it, in agreement with $S_p$.

Now let the surroundings supply a continuous thermal spread of energies. This is an assumption: an N--H stretch with zero-point energy $0.20$ eV has a quantum of about $0.40$ eV, some $9k_BT_{\rm s}$ at 500 K, so a continuum near the top requires coupling to other motions. Define $z=(\text{energy}-V_{\rm top})/k_BT_{\rm s}$ and $u=\hbar\omega/k_BT_{\rm s}$. Classically, the passing flux is proportional to $\int_0^\infty e^{-z}dz=1$. The quantum rate divided by the classical one is therefore
\begin{equation}
\Gamma=\int_{-\infty}^{\infty}\frac{e^{-z}\,dz}{1+e^{-2\pi z/u}} .
\end{equation}
The lower limit should be the foot, $z=-\Delta/k_BT_{\rm s}$; extending it is harmless if the integrand is already small there. Put $q=e^{-2\pi z/u}$ and $s=u/2\pi$, so that $e^{-z}=q^s$ and $dz=-s\,dq/q$:
\begin{equation}
\Gamma=s\int_0^\infty\frac{q^{s-1}}{1+q}\,dq\equiv sI .
\end{equation}
For $0<s<1$, take a contour around the positive real axis, closed by a large circle. The two sides of the axis differ by the phase $e^{2\pi i(s-1)}$, and the pole at $q=-1$ has residue $e^{i\pi(s-1)}$. Hence
\begin{equation}
\left[1-e^{2\pi i(s-1)}\right]I=2\pi i\,e^{i\pi(s-1)}
\quad\Longrightarrow\quad I=\frac{\pi}{\sin\pi s},
\end{equation}
and
\begin{equation}
\Gamma=\frac{u/2}{\sin(u/2)},\qquad u<2\pi .
\label{G}
\end{equation}
When $u\to0$, $\Gamma\to1$, the classical result.

For the proton $\hbar\omega=0.1288$ eV and $u=0.1288/0.0431\approx2.99$, which gives $\Gamma\approx1.5$. About 47\% of the transmitted flux passes below the top. The gain is 50\%, smaller than the $0.47\times1.5\approx0.71$ supplied from below, because reflection lowers the flux above the top from 1 to about $0.79$. For methyl $\hbar\omega=0.0334$ eV, $\Gamma\approx1.03$, and about 10\% passes below the top.

This is tunnelling through the thin upper part of the barrier. Well below the top the integrand varies as $e^{-(2\pi/u-1)|z|}$. For the proton $2\pi/u\approx2.1$, so it falls by a factor $e$ over about $0.0431/1.1\approx0.04$ eV. At the foot, $0.5$ eV down, it is $e^{11.6-24.4}=e^{-12.8}$, which justifies the extended limit.

Formula (\ref{G}) diverges at $u=2\pi$, or
\begin{equation}
T_c=\frac{\hbar\omega}{2\pi k_B}=\frac{\Delta}{k_BS_p},
\end{equation}
which is 238 K for the proton and 62 K for methyl. Below $T_c$ the integrand grows towards the foot. The finite depth of the barrier must then be kept. Well below $T_c$ the product of $\Gamma$ and the Boltzmann factor tends to $e^{-S_p}/(1-T_{\rm s}/T_c)$, so the deep exponent governs the rate up to a prefactor, about 6 for the proton at 200 K.

\section*{Recoil and a fluctuating width}

If a free framework of mass $M$ recoils with zero total momentum, both bodies carry momentum of size $p$. The kinetic energy is
\begin{equation}
\frac{p^2}{2m}+\frac{p^2}{2M}=\frac{p^2}{2\mu},\qquad \mu=\frac{mM}{m+M}.
\end{equation}
With $a$ and $\Delta$ now referring to the relative coordinate, $\mu$ replaces $m$. A framework as light as one nitrogen atom lowers $S$ from $31.0$ to $30.0$ for the proton, but from 120 to 83 for methyl. The rigid-framework value for methyl is thus sensitive to what holds the group. Even the lower exponent leaves deep tunnelling negligible at 500 K.

Neighbouring atoms also vibrate, and the width with them. Let it be $a+\xi$, with $\xi$ Gaussian of spread $\sigma$, slow compared with the tunnelling, and $\Delta$ fixed. Completing the square,
\begin{equation}
-\frac{\xi^2}{2\sigma^2}-2\kappa\xi
=-\frac{(\xi+2\kappa\sigma^2)^2}{2\sigma^2}+2\kappa^2\sigma^2 ,
\end{equation}
so the mean of $e^{-S}$ rises by $e^{2\kappa^2\sigma^2}$, and the dominant width is shorter by $2\kappa\sigma^2$. For $\sigma=0.005$ nm the proton gains a factor of $3.3$, from widths about $0.008$ nm below the mean. This $\sigma$ describes a stiff framework: classically $\sigma^2=k_BT_{\rm s}/K$, so at 500 K it needs a force constant $K$ near 280 N/m. That value and the assumption of slowness hold for a heavy framework. For an N$\cdots$N stretch of reduced mass 7 u, zero-point motion raises the required $K$ to about 460 N/m. The quantum, $0.13$ eV, is then twice the inverse traversal time $2\Delta/\kappa a\approx0.064$ eV, and solving for the proton together with one vibrating edge of that mass gives a gain near $2.8$. At $\sigma=0.01$ nm the proton's gain is about 120. A loose contact with an assumed $K$ of 10 N/m has $\sigma\approx0.026$ nm; there the dominant width shrinks towards zero, the formula fails, and tunnelling from the lowest level can no longer be called negligible. For methyl at $\sigma=0.005$ nm the formula gives $6\times10^7$, but from widths six standard deviations below the mean. A Gaussian law cannot be trusted so far out, so that figure shows sensitivity and is not an estimate of a rate.

\section*{Beside a real process}

Thermal deposition of tantalum nitride from a dimethylamido tantalum precursor and ammonia runs at roughly 500 K. A proton can pass from a surface NH$_x$ group to an amido ligand, which may then leave as dimethylamine. The width and gap used here are round values, not a computed reaction path, and in a real double well they are tied together. In a rigid one-dimensional MP2/cc-pVDZ scan of N$_2$H$_7^+$ (one basis, interpolated between two N$\cdots$N distances), a gap of $0.5$ eV above the zero-point level goes with minima about $0.1$ nm apart. The width at that level is only about $0.07$ nm, and the exponent is near 17. A parabola of that width has $T_c\approx340$ K and $\Gamma\approx2.5$ at 500 K, so the proton figures for $0.1$ nm may understate tunnelling. For methyl, $0.5$ eV is probably low, since a C--N bond must be broken; a gap of 1 eV at the same width would raise $S$ by $\sqrt2$, to about 170. Real barriers are not rectangular. For the proton, a parabolic barrier moves the deep exponent from 31 to 24, and near-top tunnelling raises the classical rate by about half at 500 K. These figures depend on the shape: the double-well quartic $V_0(1-x^2/b^2)^2$, the Gaussian and the $\mathrm{sech}^2$ barrier, with the same $V_0$, gap and width, have sharper tops and give $\Gamma\approx1.7$, $2.1$ and $2.5$, with exponents from 23 down to 22. The flat-topped $V_0-\Delta(2x/a)^4$, cut off at zero, gives $\Gamma\approx0.9$ and an exponent of 27. For methyl the parabolic correction is about 3\%; it is 4 to 10\% for the three sharper shapes, and about 5\% for the parabola with a 1 eV gap or with nitrogen recoil. Curved reaction paths and internal deformation of the methyl group are not included, and their effect is not estimated here. The numerical output lists the values for both particles.

\section*{Values computed for the example and the checks}
\begin{verbatim}
barrier width: 0.10 nm
barrier top above particle energy: 0.50 eV
temperature: 500 K
thermal energy kT: 0.0431 eV
Boltzmann exponent gap/kT: 11.60
Boltzmann factor: 9.12e-06
rms width spread: 0.005 nm
proton mass: 1.0073 u
proton energy E: 0.20 eV
proton barrier height V0: 0.70 eV
proton kappa: 155.2 per nm
proton WKB exponent S: 31.05
proton exp(-S): 3.29e-14
proton prefactor: 3.27
proton full transmission: 1.07e-13
proton full T / Boltzmann factor: 1.18e-08
proton crossover, exponent only: 186.9 K
proton crossover with prefactor: 194.3 K
proton parabola exponent: 24.38
proton parabola hbar*omega: 0.1288 eV
proton parabola crossover: 238.0 K
proton thermal rate / classical: 1.499
proton share passing below top: 47.2 %
proton exponent with N recoil: 29.99
proton factor for 0.01 nm less width: 22.3
proton width-spread factor: 3.34
proton dominant width shift: 0.0078 nm
proton shift / rms spread: 1.55
methyl mass: 15.0235 u
methyl energy E: 0.06 eV
methyl barrier height V0: 0.56 eV
methyl kappa: 599.5 per nm
methyl WKB exponent S: 119.90
methyl exp(-S): 8.48e-53
methyl prefactor: 1.53
methyl full transmission: 1.30e-52
methyl full T / Boltzmann factor: 1.42e-47
methyl crossover, exponent only: 48.4 K
methyl crossover with prefactor: 48.6 K
methyl parabola exponent: 94.17
methyl parabola hbar*omega: 0.0334 eV
methyl parabola crossover: 61.6 K
methyl thermal rate / classical: 1.025
methyl share passing below top: 9.7 %
methyl exponent with N recoil: 83.27
methyl factor for 0.01 nm less width: 1.61e+05
methyl width-spread factor: 6.37e+07
methyl dominant width shift: 0.0300 nm
methyl shift / rms spread: 5.99
methyl/proton mass ratio: 14.915
methyl/proton exponent ratio: 3.862
\end{verbatim}
